# Width of the MOS conductance peak: one level and a continuum

## The problem

An MOS capacitor on n-type silicon is biased in depletion, and a small alternating voltage is applied to the gate. Traps at the Si/SiO$_2$ interface capture and emit electrons with a delay, and the delay dissipates energy. After the oxide capacitance has been removed from the measured admittance, the traps appear as a parallel conductance $G_p$ per unit area. Plotted as $G_p/\omega$ against $\log_{10}\omega$, it forms a peak.

(a) Find the full width at half height, in decades of frequency, when all traps lie at one energy.

(b) Find it when the traps form a continuum with density $D$ per area and energy, uniform over many $kT$ around the Fermi energy.

(c) A capacitor at 300 K has a 10 nm oxide, doping $10^{16}$ cm$^{-3}$, band bending 0.20 V, capture cross-section $10^{-15}$ cm$^2$ and thermal velocity $10^7$ cm/s. Compare the peak of a continuum with $D=10^{11}$ cm$^{-2}$eV$^{-1}$ with that of a single level at the Fermi energy giving the same height. Which feature tells them apart?

The traps exchange electrons with the conduction band alone. All have the same capture coefficient $c$ (cross-section times thermal velocity). The surface potential is uniform, the electrons are nondegenerate, and series resistance is negligible.

## A tempting solution

An empty trap captures electrons at the rate $cn_0$, where $n_0$ is the electron density at the surface. The response time is therefore

$$\tau=\frac{1}{cn_0},$$

and a trap that follows the signal with this delay contributes

$$\frac{G_p}{\omega}\propto\frac{\omega\tau}{1+\omega^2\tau^2}.$$

Setting this to half its maximum gives a width of 1.14 decades. In the continuum every trap has the same $c$ and sees the same $n_0$, so every trap has the same $\tau$. Adding curves of identical shape and position changes the height and nothing else. The continuum then also has a width of 1.14 decades, and the width carries no information about how the traps are distributed.

## Where it fails

The addition is sound, but the response time is not. $1/(cn_0)$ is the mean time an *empty* trap waits for an electron. The signal disturbs the *average occupation*, which returns to equilibrium through capture and emission together. Emission depends on the depth of the level, so levels at different energies relax at different rates.

Let $f$ be the equilibrium occupation of a level and $f+\delta f$ its occupation under the signal. With $n$ the momentary surface density and $e$ the emission rate of a filled trap,

$$\frac{d(f+\delta f)}{dt}=cn\,(1-f-\delta f)-e\,(f+\delta f).$$

The rate $e$ is set by the depth of the trap below the band edge at the surface. Both energies move together with the surface potential, so $e$ stays constant. In equilibrium the two terms cancel:

$$cn_0(1-f)=ef\quad\Rightarrow\quad e=cn_0\,\frac{1-f}{f}.$$

Now put $n=n_0+\delta n$, subtract the equilibrium balance and drop the product $\delta n\,\delta f$, which is of second order in the signal:

$$\frac{d\,\delta f}{dt}=c\,\delta n\,(1-f)-(cn_0+e)\,\delta f .$$

The relaxation rate is the bracket:

$$cn_0+e=cn_0\left(1+\frac{1-f}{f}\right)=\frac{cn_0}{f}=\frac{1}{f\tau}.$$

The relaxation time is $f\tau$. For a level well below the Fermi energy, $f\approx1$ and it equals $\tau$. For a level above it, $f$ is small, emission is fast, and the relaxation is faster by the factor $1/f$. The curves being added therefore do not coincide on the frequency axis.

## The right solution for one level

For a signal varying as $e^{i\omega t}$ the time derivative becomes $i\omega$, so

$$\delta f=\frac{c\,\delta n\,(1-f)}{i\omega+1/(f\tau)}=\frac{f(1-f)}{1+i\omega f\tau}\,\frac{\delta n}{n_0}.$$

The second form follows on multiplying numerator and denominator by $f\tau$ and using $c\tau=1/n_0$. For nondegenerate electrons $n\propto e^{q\psi/kT}$, with $\psi$ the surface potential relative to the bulk and $q>0$ the elementary charge. To first order, $\delta n/n_0=q\,\delta\psi/kT$.

Electrons moving from the bulk to the traps are a conventional current from the surface to the bulk. For $N$ traps per area this current is $qN\,d\,\delta f/dt=i\omega qN\,\delta f$. Dividing by $\delta\psi$ gives the trap admittance

$$Y=i\omega\,\frac{q^2N}{kT}\,\frac{f(1-f)}{1+iy},\qquad y=\omega f\tau .$$

The conductance is the real part. Since $i/(1+iy)=(i+y)/(1+y^2)$,

$$\frac{G_p}{\omega}=\frac{q^2N}{kT}\,f(1-f)\,\frac{y}{1+y^2}.$$

The depletion capacitance lies in parallel and is purely reactive, so it adds nothing to $G_p$.

The derivative of $y/(1+y^2)$ is $(1-y^2)/(1+y^2)^2$. The peak is at $y=1$, with value $1/2$. Half height requires

$$\frac{y}{1+y^2}=\frac14\quad\Rightarrow\quad y^2-4y+1=0\quad\Rightarrow\quad y_\pm=2\pm\sqrt3 .$$

The product of the roots is 1, so they lie symmetrically about the peak on a logarithmic axis, and $y_+/y_-=y_+^2$. The width is

$$\log_{10}\frac{y_+}{y_-}=2\log_{10}(2+\sqrt3)=1.144\ \text{decades}.$$

The tempting answer to (a) was right because a wrong time constant slides the curve along the logarithmic axis without changing its shape.

The division by $\omega$ matters. $G_p$ itself is proportional to $y^2/(1+y^2)$, which rises to a plateau and has no peak.

## The right solution for the continuum

Replace $N$ by $D\,dE$ and integrate over energy. With $x=\omega\tau$, which is common to all levels, $y=xf$ and

$$\frac{G_p}{\omega}=q^2D\int_{-\infty}^{\infty}\frac{dE}{kT}\,f(1-f)\,\frac{xf}{1+x^2f^2}.$$

The occupation is $f=1/(1+e^{(E-E_F)/kT})$, so $df=-f(1-f)\,dE/kT$. As $E$ runs upward, $f$ runs from 1 to 0. The minus sign reverses the limits:

$$\frac{G_p}{\omega}=q^2D\int_0^1\frac{xf}{1+x^2f^2}\,df=q^2D\,g(x),\qquad g(x)=\frac{\ln(1+x^2)}{2x}.$$

**The peak.** Differentiation gives

$$g'(x)=\frac{1}{1+x^2}-\frac{\ln(1+x^2)}{2x^2}=\frac{1}{2x^2}\left[\frac{2s}{1+s}-\ln(1+s)\right],\qquad s=x^2 .$$

The square bracket vanishes at $s=0$ and has the derivative $(1-s)/(1+s)^2$. It rises until $s=1$ and then falls without bound, so it has one positive zero. Hence $g$ rises to a single maximum and then falls. It tends to zero at both ends, and there are two half-height points.

The zero satisfies $\ln(1+s)=2s/(1+s)$. Solving the left side for $s$ gives the iteration

$$s\;\to\;e^{2s/(1+s)}-1 .$$

Starting from $s=4$ it gives 3.953, 3.934, 3.927 and converges to $s=3.9216$, so $x_{\rm peak}=1.980$. Putting the peak condition into $g$ gives the height without a logarithm:

$$P=g(x_{\rm peak})=\frac{x_{\rm peak}}{1+x_{\rm peak}^2}=\frac{1.9803}{4.9216}=0.4024 .$$

**The half-height points.** Setting $g(x)=P/2$ gives

$$\ln(1+x^2)=Px .$$

This can be solved for either $x$, giving two iterations:

$$x\to\frac{\ln(1+x^2)}{P},\qquad x\to\sqrt{e^{Px}-1}.$$

An iteration converges near a root if the slope of its map there is below 1 in size. The first map has slope $2x/[P(1+x^2)]$, about 0.39 at the upper root. From $x=12$ it gives 12.37, 12.52, 12.58 and converges to $x_{\rm high}=12.616$. The second map is the inverse of the first and has slope about 0.55 at the lower root. From $x=0.5$ it gives 0.472, 0.457, 0.450 and converges to $x_{\rm low}=0.4402$. Exchanging the maps would fail, because the slopes would be the reciprocals.

The width is

$$\log_{10}\frac{x_{\rm high}}{x_{\rm low}}=\log_{10}28.66=1.457\ \text{decades}.$$

Neither this width nor that of the single level contains $D$, $N$, $\tau$ or $T$. These set the height and position of the peak.

The linearization can be tested by integrating the original rate equation in time with $n=n_0e^{u\sin\omega t}$ and $u=0.01$. For a level with $f=0.3$, and for levels summed over energy, the part of the trap current in phase with the signal, divided by $\omega$, came out at both predicted half-height frequencies as 0.5000 of its value at the peak.

## Why the continuum is wider, and on which side

The continuum peak is lopsided: 0.653 decades below the maximum and 0.804 above it. The limits of $g$ show the origin. For $x\ll1$, $\ln(1+x^2)\approx x^2$ and $g\approx x/2$, the same linear rise as for one level. For $x\gg1$, $g\approx(\ln x)/x$, which falls more slowly than the $1/y$ of one level. The logarithm comes from the levels with $f$ between about $1/x$ and 1. Each contributes about $1/(xf)$, and the integral of $df/(xf)$ over this range is $(\ln x)/x$.

The share of levels above the Fermi energy follows from stopping the integral at $f=1/2$:

$$\frac{\ln(1+x^2/4)}{\ln(1+x^2)} .$$

It is 0.27 at $x_{\rm low}$ and 0.73 at $x_{\rm high}$. The fast levels dominate the high-frequency shoulder.

A band of traps much narrower than $kT$ has nearly one value of $f$ and returns to the single-level width. The continuum result needs a uniform $D$ over several $kT$.

The false assumption of a common $\tau$ also spoils the evaluation of a continuum. It predicts a peak of height $q^2D/2$ at $\omega\tau=1$, instead of $0.402\,q^2D$ at $\omega\tau=1.98$. The density deduced from a given peak would be about 20% below the true one, and $\tau$ would come out too short by a factor of 1.98.

## The two capacitors of part (c)

With $kT/q=25.85$ mV, the surface density and capture time are

$$n_0=10^{16}\,e^{-0.20/0.02585}=4.37\times10^{12}\ \text{cm}^{-3},$$

$$\tau=\frac{1}{10^{-15}\times10^{7}\times4.37\times10^{12}}\ \text{s}=22.9\ \mu\text{s}.$$

The continuum peaks at $1.980/(2\pi\tau)=13.8$ kHz. Its half-height points are at 3.06 and 87.7 kHz.

For $D$ given per eV, $q^2D$ is numerically $1.602\times10^{-19}\times10^{11}$ F/cm$^2$, or 16.02 nF/cm$^2$. The peak height is $0.4024\times16.02=6.45$ nF/cm$^2$.

A level at the Fermi energy has $f=1/2$ (taking its degeneracy factor as one), so $f(1-f)=1/4$ and its peak height is $q^2N/(8kT)$. Equal heights require

$$N=8P\,kT\,D=8\times0.4024\times0.02585\times10^{11}=8.3\times10^{9}\ \text{cm}^{-2}.$$

Its peak is at $\omega\tau/2=1$, or 13.9 kHz, with half-height points at 3.72 and 51.9 kHz.

The heights are equal by choice and the positions differ by 1%, so neither distinguishes the two cases at this band bending. The width does. Most of the difference lies on the high-frequency side, where 51.9 kHz stands against 87.7 kHz. A second measurement at another band bending would also help: the peak height of the single level changes with $f(1-f)$, while that of the uniform continuum stays the same.

## From the measured admittance to the peak

The instrument reads $Y_m=G_m+i\omega C_m$, which includes the oxide capacitance $C_{ox}$ in series. Removing it means $1/Y_p=1/Y_m-1/(i\omega C_{ox})$, or

$$Y_p=\frac{i\omega C_{ox}\,(G_m+i\omega C_m)}{-G_m+i\omega(C_{ox}-C_m)} .$$

Multiply numerator and denominator by the complex conjugate of the denominator. The real part of the numerator is then $\omega^2C_{ox}^2G_m$, and

$$\frac{G_p}{\omega}=\frac{\omega C_{ox}^2G_m}{G_m^2+\omega^2(C_{ox}-C_m)^2}.$$

For the example, $C_{ox}=345$ nF/cm$^2$. The depletion approximation gives the depletion capacitance $C_{dep}=64$ nF/cm$^2$, which is about 7% low at this small band bending. A simulated measurement with these values, treated by this formula, returned the width 1.457.

A series resistance $R$ (in $\Omega\,$cm$^2$) left uncorrected adds approximately $\omega C_{dep}^2R$ to $G_p/\omega$ at high frequency. Nearer the peak the trap capacitance adds to $C_{dep}$, and here the term is larger by about 6% at the upper half-height point and 30% at the peak. This grows with frequency and lifts the upper shoulder. For 50 $\Omega$ and a gate of $10^{-3}$ cm$^2$ the width becomes 1.48.

## What a real interface does to the width

The parameters are rough values for a silicon capacitor. The trap density is high for a well-annealed interface, where roughly $10^{10}$ cm$^{-2}$eV$^{-1}$ is reached. The surface potential of a real device is also not perfectly uniform. Charges placed at random in the oxide, close to the silicon, make $\psi$, and with it $n_0$ and $\tau$, vary from place to place. For a rough estimate, take $10^{11}$ charges per cm$^2$ and count them in squares as wide as the depletion layer (161 nm). The number in a square varies by about the square root of its mean, so the charge per area varies by $q$ times the square root of the mean density, divided by the side of the square. The oxide and depletion capacitances together turn this into a potential spread of

$$\frac{q\sqrt{10^{11}\ \text{cm}^{-2}}}{(161\ \text{nm})\,(C_{ox}+C_{dep})}=7.7\ \text{mV}.$$

Averaging $g$ over a Gaussian spread of this size gives a width of 1.50 decades. This estimate is a low one. Counting in such large squares averages away the variations over shorter distances, which the traps also feel, so for charges 1 to 2 nm from the silicon the actual spread is two to three times larger. That spread is far from Gaussian. Much of it comes from small areas close to a charge, and for positive charges the width is about 1.6, below the 1.66 to 1.74 of a Gaussian of equal size. The randomly placed donors of the depletion layer contribute about 6 mV on their own, even with no oxide charge. Gaussian spreads of 25 and 50 mV give 1.86 and 2.61. Real interfaces can show spreads of order $kT/q$, so a width above 1.46 does not refute a uniform continuum.

Variation with energy also matters. If $D$ changes by one decade per 0.3 eV, with $c$ constant, the width is 1.59 when $D$ rises toward the conduction band and 1.36 when it falls. A rising $D$ gives more weight to the fast levels. If $c$ changes at the same rate, with $D$ constant, the widths are 1.68 and 1.30. The relaxation time is now $f/(cn_0)$, and a $c$ that rises with energy spreads these times further apart. A width between 1.14 and 1.46 therefore does not prove a discrete level either. Nor does it prove a continuum: potential fluctuations also widen the peak of a single level, because they spread its occupation from place to place. For a level at the mean Fermi energy, Gaussian spreads of 7.7, 25 and 50 mV give 1.16, 1.26 and 1.36, and the width tends to 1.46 for a very large spread.

Traps located inside the oxide are reached by tunnelling. With a barrier of 3.1 eV and an effective mass of 0.4 electron masses, both rough, a depth of about 0.2 nm slows capture tenfold. Even a thin layer of such traps can therefore add a low-frequency tail.

The remaining effects are small here:

- A surface-potential amplitude of 10 mV lowers the continuum peak by 1.3% relative to the small-signal value and raises its width from 1.457 to about 1.475.
- The hole density at the surface is about $5\times10^{-6}$ of the electron density, so for comparable capture coefficients hole capture is negligible.
- The degeneracy correction is of order $10^{-4}$.
- The oxide field from the depletion charge, in the depletion approximation, is 0.075 MV/cm, far below breakdown at roughly 10 MV/cm. The tunnelling factor through the whole oxide is about $10^{-50}$.
- At fixed band bending and capture coefficient the peak moves by 0.011 decades per kelvin. A sweep holds the gate bias fixed instead, and the band bending then relaxes by about 0.7 mV per kelvin as the bulk Fermi level moves, which doubles the shift. A steady drift of 1 K during a frequency sweep changes the width by up to about 0.02 decades.

The width is thus a useful discriminator under stated conditions: potential fluctuations well below $kT/q$, $D$ and $c$ nearly constant over several $kT$, few traps inside the oxide, and series resistance removed. The numerical output below lists most of the values used.

## Calculated quantities

```
one level: half-height omega*tau*f = 0.2679 and 3.7321
one level: width = 1.1439 decades
rate equation, one level: half/peak = 0.5000, 0.5000
peak iteration s: 4.0000 3.9530 3.9343 3.9267 3.9236 3.9224
continuum: s = 3.9216, x_peak = 1.9803, P = 0.4024
upper iteration x: 12.0000 12.3685 12.5179 12.5771 12.6005 12.6096
lower iteration x: 0.5000 0.4721 0.4574 0.4495 0.4453 0.4430
continuum: x_low = 0.4402, x_high = 12.6155
continuum: x_high/x_low = 28.658
continuum: width = 1.4572 decades
width from direct energy sum = 1.4572 decades
rate equation, continuum: half/peak = 0.5000, 0.5000
continuum: low side 0.6531, high side 0.8042 decades
signal share of levels above E_F: 0.267 at x_low, 0.731 at x_high
T = 300 K, kT/q = 25.85 mV, oxide = 10 nm
doping = 1.0e+16 cm^-3, band bending = 0.20 V
D = 1.0e+11 cm^-2 eV^-1, cross-section = 1.0e-15 cm^2
thermal velocity = 1.0e+07 cm/s
n0 = 4.367e+12 cm^-3, tau = 22.90 us
continuum f_low, f_peak, f_high = 3.06, 13.76, 87.67 kHz
level at E_F f_low, f_peak, f_high = 3.72, 13.90, 51.87 kHz
q^2 D = 16.02 nF/cm2, peak Gp/omega = 6.45 nF/cm2
single-level density of equal height = 8.32e+09 cm^-2
C_ox = 345.3 nF/cm2, C_dep = 64.4 nF/cm2
depletion width = 161 nm
width after oxide correction = 1.4572 decades
with 50 ohm, gate 1e-03 cm2: width = 1.4824 decades
fixed charge = 1e+11 cm^-2, patch fluctuation = 7.7 mV
width with patch fluctuation = 1.504 decades
width with 25 mV: 1.856, with 50 mV: 2.606 decades
D rising/falling 1 decade per 0.3 eV: 1.591/1.361 decades
c rising/falling 1 decade per 0.3 eV: 1.681/1.302 decades
10 mV surface amplitude: peak changes by -1.31 %
minority/majority density at surface = 5.2e-06
degeneracy correction N_D/(sqrt(8) N_c) = 1.3e-04
peak shift per kelvin = 0.0112 decades
oxide field = 0.075 MV/cm
log10 of tunnelling factor through oxide = -50
trap depth that slows capture tenfold = 0.20 nm
```
